# Seminumerical Exact Exchange for Silane and Its Grid Error

## Definitions and conventions

Silane, SiH₄, is treated as a closed-shell molecule with clamped nuclei in the restricted Hartree–Fock (RHF) approximation. The real Gaussian basis functions are \(\phi_m(\mathbf r)\), with overlap matrix \(S_{mn}=\int\phi_m\phi_n\,d\mathbf r\). Equations are in atomic units. Total energies are given in hartree, energy errors in meV or, when large, in eV.

The \(n_{\rm occ}=9\) occupied orbitals \(\psi_i\) each hold two electrons. The spin-summed density matrix \(P\) is defined by

\[
\gamma(\mathbf r,\mathbf r')=2\sum_i\psi_i(\mathbf r)\psi_i(\mathbf r')
=\sum_{mn}P_{mn}\phi_m(\mathbf r)\phi_n(\mathbf r'),\qquad {\rm Tr}\,PS=18 .
\]

Four-center integrals are written

\[
(ml|ns)=\iint\frac{\phi_m(\mathbf r)\phi_l(\mathbf r)\,\phi_n(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\]

In a determinant, exchange acts between electrons of equal spin. Each spin contributes \(-\tfrac12\sum_{ij}(\psi_i\psi_j|\psi_i\psi_j)\), so the two together give \(-\sum_{ij}(\psi_i\psi_j|\psi_i\psi_j)\). Since \(\gamma^2=4\sum_{ij}\psi_i(\mathbf r)\psi_j(\mathbf r)\psi_i(\mathbf r')\psi_j(\mathbf r')\),

\[
E_x=-\frac14\iint\frac{\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\]

Expanding one factor \(\gamma\) with indices \(mn\) and the other with \(ls\) gives

\[
E_x=-\frac14\sum_{mn}P_{mn}K_{mn},\qquad K_{mn}=\sum_{ls}(ml|ns)P_{ls}.
\]

The reference calculation uses the def2-SVP basis, with 38 functions, and a chosen Si–H length of 0.148 nm. Its total energy is −291.15392 hartree. The four-center integrals give \(E_x=-21.76887\) hartree, or −592.361 eV. "Error" below means the deviation from this value in the same basis, not from experiment.

## What goes wrong with two numerical coordinates

Suppose a grid has points \(\mathbf r_g\) and weights \(w_g\). The naive scheme applies it to both electrons:

\[
E_x^{\rm double}=-\frac14\sum_{g\ne h}w_gw_h\frac{\gamma(\mathbf r_g,\mathbf r_h)^2}{|\mathbf r_g-\mathbf r_h|}.
\]

Coincident points must be left out because their terms are infinite, although the integral itself is finite. To estimate the loss, replace the cell around \(\mathbf r_g\) by a ball of volume \(w_g\) and radius \(a_g=(3w_g/4\pi)^{1/3}\). Within it, \(\gamma(\mathbf r_g,\mathbf r')\approx\gamma(\mathbf r_g,\mathbf r_g)=\rho(\mathbf r_g)\), the electron density, and

\[
\int_{\rm ball}\frac{d\mathbf r'}{|\mathbf r'-\mathbf r_g|}=4\pi\int_0^{a_g}s\,ds=2\pi a_g^2 .
\]

The missing energy is therefore about \(-\frac14\sum_g w_g\rho(\mathbf r_g)^2\,2\pi a_g^2\). Leaving out a negative term makes the computed energy too high. On a uniform grid of spacing \(h\) the loss scales as \(h^2\), while the number of pairs grows as \(h^{-6}\). Atom-centered grids have elongated and overlapping cells, so for them this is an estimate of the mechanism, not an error formula.

For silane, with 20 radial shells and 50 directions per atom, the double sum is in error by +42.8 eV, which is 7.2% of \(|E_x|\). Treating one coordinate analytically on the same grid reduces the error to +0.788 eV. That is 54 times smaller, though still large, and the rest of the design concerns what remains.

## Integrating one electron analytically

Collect everything that depends on \(\mathbf r'\) into

\[
A_{ns}(\mathbf r)=\int\frac{\phi_n(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .
\]

For two s-type Gaussians with exponents \(a,b\) and centers \(\mathbf R_a,\mathbf R_b\), set \(p=a+b\) and \(\mathbf C=(a\mathbf R_a+b\mathbf R_b)/p\). Completing the square gives

\[
a|\mathbf r'-\mathbf R_a|^2+b|\mathbf r'-\mathbf R_b|^2
=p|\mathbf r'-\mathbf C|^2+\frac{ab}{p}|\mathbf R_a-\mathbf R_b|^2 .
\]

The last term is a constant factor in the product. What remains is the potential \(I\) of one Gaussian. Insert \(1/d=(2/\sqrt\pi)\int_0^\infty e^{-u^2d^2}du\) and complete the square again, with \(R=|\mathbf r-\mathbf C|\):

\[
I=\frac{2}{\sqrt\pi}\int_0^\infty\left(\frac{\pi}{p+u^2}\right)^{3/2}
\exp\!\left(-\frac{pu^2}{p+u^2}R^2\right)du .
\]

Let \(t^2=u^2/(p+u^2)\). Then \(p+u^2=p/(1-t^2)\) and \(du=\sqrt p\,(1-t^2)^{-3/2}dt\). The powers of \(1-t^2\) cancel, leaving

\[
I=\frac{2\pi}{p}\int_0^1e^{-pR^2t^2}dt .
\]

At \(R=0\) this is finite, \(2\pi/p\). For \(R\to\infty\) the upper limit may be moved to infinity, which gives \((\pi/p)^{3/2}/R\), the potential of the total charge. Functions of higher angular momentum follow by differentiation with respect to the centers; for example, \((x-X_a)e^{-a|\mathbf r-\mathbf R_a|^2}=(2a)^{-1}\partial_{X_a}e^{-a|\mathbf r-\mathbf R_a|^2}\). The Coulomb singularity has disappeared from the function left for the grid.

These integrals were tested at the point (0.09, 0.05, −0.03) nm from silicon. Direct quadrature used 60 shells of 434 directions around each atom and around the singular point itself, where the factor \(r^2\) in the volume element removes the pole. Over all pairs of basis functions the largest mismatch was \(2.3\times10^{-6}\) bohr⁻¹, against a largest integral of 0.532 bohr⁻¹.

## The matrix and the function being sampled

Define

\[
F_s(\mathbf r)=\sum_l\phi_l(\mathbf r)P_{ls},\qquad
G_n(\mathbf r)=\sum_sA_{ns}(\mathbf r)F_s(\mathbf r).
\]

Substitution into \(K_{mn}\) gives \(K_{mn}=\int\phi_m(\mathbf r)G_n(\mathbf r)\,d\mathbf r\). The seminumerical matrix is thus

\[
K^{\rm raw}_{mn}=\sum_gw_g\phi_m(\mathbf r_g)G_n(\mathbf r_g),\qquad
K^{\rm grid}=\tfrac12\left(K^{\rm raw}+K^{{\rm raw}\,T}\right).
\]

Symmetrization is needed because the two indices are treated differently. It leaves the energy unchanged, since \(P\) is symmetric. The energy is the quadrature of

\[
e(\mathbf r)=-\frac14\sum_{ns}F_nA_{ns}F_s
=-\frac14\int\frac{\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}d\mathbf r'\le0 ,
\]

where \(\gamma(\mathbf r,\mathbf r')=\sum_sF_s(\mathbf r)\phi_s(\mathbf r')\) was used.

Far from the molecule, \(|\mathbf r-\mathbf r'|\approx r\) wherever the orbitals are appreciable in \(\mathbf r'\). Orthonormality gives \(\int\gamma^2d\mathbf r'=4\sum_i\psi_i(\mathbf r)^2=2\rho(\mathbf r)\), hence \(e\to-\rho/(2r)\). The integrand dies with the density, so the long range of the Coulomb force does not require a long-range grid here. Near silicon the demand is different: \(e\) is smooth, but it varies over the short lengths set by the steepest Gaussians.

The grid is built to resolve that region. Space is divided among the atoms by smooth functions that sum to one (Becke cells), and each cell is integrated on spherical shells with Lebedev directions. The radii follow from

\[
r(x)=\frac{\xi}{\ln2}(1+x)^{0.6}\ln\frac{2}{1-x},\qquad x_i=\cos\frac{i\pi}{n_r+1},
\]

with \(\xi\) a length fixed for each element and \(n_r\) the number of shells. Near the nucleus \(x\to-1\), where the logarithm tends to \((1+x)/2\) and \(1+x\) to \(\pi^2/[2(n_r+1)^2]\) for the innermost shell. The smallest radius therefore scales as \((n_r+1)^{-3.2}\), so extra shells reach rapidly into the core.

The working procedure is as follows.

1. Evaluate \(\phi_m(\mathbf r_g)\) and discard points with \(w_g\max_m\phi_m^2\le10^{-12}\).
2. Form \(F=\phi P\) for all remaining points.
3. For a batch of points, compute \(A_{ns}\), contract it to \(G_n\), and discard \(A\).
4. Accumulate \(K^{\rm raw}\), then symmetrize.

Batching keeps the storage for \(A\) independent of the total grid size.

## Error against grid size

The density matrix is held at its analytic RHF value. The energy error is then \(\Delta E_x=-\frac14{\rm Tr}\,P(K^{\rm grid}-K)\). In the table, "plain" is this error, "fitted" belongs to a correction derived below, and max \(|\Delta K|\) is the largest error of a plain matrix element. All three are in meV. The last column is the error in the integrated number of electrons.

| Shells × directions | Plain | Fitted | max \(\lvert\Delta K\rvert\) | Electrons |
|---|---:|---:|---:|---:|
| 15 × 26 | 735.3 | 577.4 | 904.9 | 0.0193 |
| 20 × 50 | 788.4 | 11.6 | 1527.8 | −0.0013 |
| 25 × 110 | 126.0 | 52.2 | 239.8 | −0.0003 |
| 30 × 194 | 1.03 | 0.69 | 1.50 | −0.00001 |
| 30 × 50 | −45.8 | 11.8 | 40.2 | 0.0058 |
| 20 × 110 | 838.6 | 1.1 | 1527.8 | −0.0070 |

The first four rows refine both directions together, and the first refinement makes the plain energy slightly worse. A small change between two successive grids, here 53 meV, is therefore no proof of convergence: both errors exceed 700 meV. At 30 × 194, with 27,264 retained points, the error is 1.03 meV, or 1.7 parts per million of \(|E_x|\). This value is partly fortunate, because the radial error oscillates in sign with the number of shells. At 194 directions it is −329 meV for 22 shells, −21 meV for 28, −2.8 meV for 32 and +3.9 meV for 34. The dependable accuracy for 30 to 36 shells is a few meV, and several shell counts must be compared to see it.

The last two rows locate the fault of the 20 × 50 grid. More directions at fixed shells change its error from 788 to 839 meV. More shells at fixed directions change it to −46 meV. The error is thus mainly radial, and in this orientation of the molecule a smaller angular error of opposite sign hides part of it. The largest matrix error is the same, to the digits shown, for 50 and 110 directions. On the 20 × 50 grid it is the diagonal element of the silicon 1s function, which is spherical. At 110 directions, raising only the silicon shells from 20 to 40 lowers the energy error from 839 to 0.5 meV, while raising only the hydrogen shells leaves it at 839 meV.

The electron count is a poor guide. It is off by −0.0013 for 20 × 50 and by 0.0058 for 30 × 50, yet the second grid has the far smaller energy error. The two separately refined grids show why: their count errors, −0.0070 and 0.0058, add to −0.0012, close to the 20 × 50 value. In this orientation, radial and angular errors largely cancel in the count but not in the exchange energy.

## Repairing the overlap, and its price

The grid also gives a numerical overlap, \(S^{\rm grid}_{mk}=\sum_gw_g\phi_m(\mathbf r_g)\phi_k(\mathbf r_g)\), whose correct value is known. Split \(G_n=\sum_k\phi_kc_{kn}+\eta_n\), where \(\eta_n\) is the part outside the basis. The raw matrix contains \(S^{\rm grid}c\) where \(Sc\) is wanted. Multiplication by \(SS^{{\rm grid}\,-1}\) corrects this part:

\[
K^{\rm fit}=SS^{{\rm grid}\,-1}K^{\rm raw}
=Sc+SS^{{\rm grid}\,-1}\sum_gw_g\phi(\mathbf r_g)\eta(\mathbf r_g)^T .
\]

The result is then symmetrized. Quadrature error survives in the second term, and the method fails if \(S^{\rm grid}\) is nearly singular.

Fitting lowers the 20 × 50 error from 788 to 11.6 meV. The gain is not uniform: at 25 × 110 the fitted error is 52 meV, larger than the 1.1 meV at 20 × 110. The small value at 20 × 110 may owe something to cancellation; these data do not settle it.

The price appears in the derivative. The plain energy is

\[
E_x^{\rm grid}=-\frac14\sum_{mnls}P_{mn}M_{mn,ls}P_{ls},\qquad
M_{mn,ls}=\sum_gw_g\phi_m\phi_lA_{ns}.
\]

Exchanging the pairs \(mn\) and \(ls\) turns \(\phi_m\phi_lA_{ns}\) into \(\phi_l\phi_mA_{sn}\), which is the same. The two terms from the product rule are therefore equal, and

\[
dE_x^{\rm grid}=-\frac12\sum_{mn}K^{\rm grid}_{mn}\,dP_{mn}.
\]

A Fock matrix containing \(-\frac12K^{\rm grid}\) thus makes its own approximate energy stationary, even on a poor grid. Fitting replaces \(\phi_m\) by \(Q_m=\sum_k(SS^{{\rm grid}\,-1})_{mk}\phi_k\). Now \(Q_m\phi_lA_{ns}\) becomes \(Q_l\phi_mA_{sn}\), which in general differs.

This was tested on the 20 × 50 grid by a central difference along a random symmetric direction of unit Frobenius norm. A central difference has no truncation error for a quadratic function. The mismatch between slope and matrix was \(5\times10^{-14}\) hartree for plain exchange and \(9\times10^{-6}\) hartree for fitted exchange. One direction shows that the fitted mismatch exists, not how large it is: along the worst unit direction it reaches \(4\times10^{-3}\) hartree, and its occupied–virtual block in the orbital basis has a norm of \(3.5\times10^{-3}\) hartree. Where consistent derivatives matter, the fitted scheme needs the true derivative of its energy or a grid fine enough to make the mismatch harmless.

## Letting the orbitals respond

Scale the exchange error by \(\lambda\), and let \(\kappa\) denote orbital rotations away from the analytic solution. To second order,

\[
E_\lambda(\kappa)=E_{\rm RHF}+\lambda\Delta E_x+\lambda\,g^T\kappa+\tfrac12\kappa^TH\kappa .
\]

There is no linear term at \(\lambda=0\) because the starting point is stationary. Setting the derivative to zero gives \(\kappa=-\lambda H^{-1}g\), and substitution gives

\[
E_\lambda=E_{\rm RHF}+\lambda\Delta E_x-\tfrac12\lambda^2g^TH^{-1}g .
\]

For a stable minimum \(H\) is positive definite, so relaxation lowers the energy. On the 20 × 50 grid it is −0.2926 meV at \(\lambda=1\) and −0.0729 meV at \(\lambda=\frac12\). The ratio is 4.01, where second order predicts 4. The self-consistent shift is \(788.358-0.293=788.065\) meV. Here the error at fixed density is an excellent estimate of the final one. If \(H\) has a small eigenvalue in a direction where \(g\) is appreciable, the relaxation term can become large and this separation can fail.

## Energy differences and orientation

Stretching one Si–H bond from 0.148 to 0.168 nm costs 295.9 meV in RHF. With the 20 × 50 grid, plain exchange and the same orientation, the error at the stretched geometry is 785.0 meV. The difference is in error by

\[
785.0-788.4=-3.4\ {\rm meV},
\]

about 1.1% of the stretch energy. Most of the large error is common to the two geometries. The remainder depends on the shared orientation: with both geometries turned together, four other orientations give −4.3 to −6.9 meV.

That cancellation relies on both geometries having the same orientation. The Lebedev directions are fixed in space, and the initial Si–H bonds lie along cube diagonals, which are symmetry axes of the direction set. Two other orientations of the unstretched molecule give errors of 840.8 and 859.4 meV. The spread over the three is 71 meV, although the true energy does not depend on orientation. Comparing differently oriented molecules on this grid could thus introduce an error some twenty times larger than the one found for the aligned stretch. The spread was not measured for 30 × 194.

## Silane as a deposition precursor

Silane is used to deposit silicon from the gas phase. The chosen bond length is close to that of the real molecule, and 900 K is taken as a rough process temperature, at which \(k_BT=77.6\) meV. If an error of 3.4 meV entered an activation energy, it would change a Boltzmann factor by about 4%; an error of 71 meV would change it by a factor of 2.5. The stretch is not itself a reaction barrier, so these figures show sensitivity, not a predicted rate.

The model's other omissions are larger in the total energy. Valence correlation by second-order Møller–Plesset theory (MP2) in this basis contributes −3.14 eV, changing to def2-TZVP contributes −2.83 eV, and spin-free one-electron X2C relativity, in the contracted def2-SVP basis, contributes −14.8 eV. These values belong to the stated basis sets and are not converged corrections. In the stretch energy they contribute −3.2, +13.0 and +2.2 meV. The basis shift stays at +13.0 meV in def2-TZVPP, but the other two move. MP2 in def2-TZVPP gives −3.91 eV in total and −4.0 meV in the stretch, and X2C in the uncontracted basis gives −16.1 eV and +1.6 meV. MP2 also understates the correlation effect on the stretch, for which CCSD(T) in def2-SVP gives −24 meV. The 20 × 50 grid error is thus somewhat larger than the relativistic effect and smaller than the basis change and the correlation effect. Real nuclei also move: the harmonic RHF zero-point energy of the breathing mode alone is 146 meV. A reaction energy would need its change over all modes, as well as a better treatment of correlation.

## When the scheme is worth its cost

With \(N\) basis functions there are \(N(N+1)/2\) distinct pairs, here \(38\times39/2=741\). Four-center integrals number \(741\times742/2=274{,}911\). The 20 × 50 grid retains 4,834 points and needs \(4{,}834\times741=3{,}581{,}994\) potential integrals, 13 times as many. For silane the scheme saves nothing by this count.

For larger systems let \(M\) be the number of atoms, with \(q\) points and \(b\) functions per atom. Without screening, the leading counts are equal when

\[
qM\,\frac{(bM)^2}{2}=\frac{(bM)^4}{8}\quad\Longrightarrow\quad M=\frac{4q}{b^2}.
\]

Silane's averages are \(b=7.6\) and, for 20 × 50, \(q=967\), which gives about 67 atoms. For 30 × 194, \(q=5{,}453\) gives about 380. These figures carry silane's averages over to larger molecules. In def2-SVP silicon has 18 functions and hydrogen 5, so a molecule richer in silicon has a larger \(b\) and, at similar \(q\), an earlier crossing. At fixed \(q\), larger basis sets per atom move the crossing down as \(b^{-2}\). These are counts, not timings: the two kinds of integral differ in cost, and distance screening reduces both.

For plain exchange in this example, the useful order of refinement is to add shells until the radial error is small, then directions until the energy no longer depends on orientation. Changing one while holding the other fixed reveals cancellations that a joint refinement can hide. The numerical output below gives most of the values to more digits.

## Computed values

```
Si-H length: 0.148 nm; basis functions: 38
RHF/def2-SVP total energy: -291.15392472 hartree
Analytic exchange energy: -21.76887412 hartree
Analytic exchange energy, converted: -592.3612 eV
Potential integrals, largest value: 0.53247 1/bohr
Potential integrals, quadrature mismatch: 2.34e-06 1/bohr
Grid errors: radial x angular per atom; kept points; dE_x (meV);
  max |dK| (meV); electron-count error; overlap-fitted dE_x (meV)
  15 x  26;  1878; 735.3182; 904.8579; 1.93e-02; 577.4479
  20 x  50;  4834; 788.3576; 1527.7950; -1.29e-03; 11.6480
  25 x 110; 13268; 126.0124; 239.7873; -2.95e-04; 52.1730
  30 x 194; 27264; 1.0267; 1.4955; -1.49e-05; 0.6885
  30 x  50;  7062; -45.8033; 40.1659; 5.75e-03; 11.8282
  20 x 110; 10666; 838.6345; 1527.7962; -6.97e-03; 1.1319
Both electrons on 20 x 50 grid, dE_x: 42771.91 meV
Unique four-center integrals: 274911
Potential integrals on 20 x 50 grid: 3581994
Derivative mismatch, plain: 4.96e-14 hartree
Derivative mismatch, overlap-fitted: 9.21e-06 hartree
Self-consistent total-energy shift, 20 x 50: 788.06497 meV
Orbital relaxation, full matrix error: -0.292630 meV
Orbital relaxation, half matrix error: -0.072943 meV
Relaxation ratio, full/half: 4.0118
Rotation vector [0.3, 0.5, 0.2] rad, 20 x 50 dE_x: 840.7611 meV
Rotation vector [-0.4, 0.2, 0.7] rad, 20 x 50 dE_x: 859.3595 meV
Spread over three orientations: 71.0019 meV
One Si-H bond stretched to: 0.168 nm
RHF stretch energy: 0.29592 eV
Stretched geometry, 20 x 50 dE_x: 784.9952 meV
Grid error in stretch energy: -3.3624 meV
valence MP2 correlation, total energy: -3.1447 eV
valence MP2 correlation, stretch energy: -3.240 meV
def2-TZVP basis change, total energy: -2.8291 eV
def2-TZVP basis change, stretch energy: 12.990 meV
spin-free X2C relativity, total energy: -14.8193 eV
spin-free X2C relativity, stretch energy: 2.241 meV
Breathing-mode zero-point energy: 146.27 meV
Thermal energy kT at 900 K: 77.56 meV
```
